\section*{Closed dielectric function of broadened Wannier excitons and its causality, part 2}

We seek the dielectric function $\varepsilon$ of electron--hole pairs in a crystal with two isotropic parabolic bands, gap $E_g$ and reduced mass $\mu$. Hartree atomic units are used, and fields vary as $e^{-iEt}$ with photon energy $E$. Roots and logarithms have principal values, and $\psi$ is the digamma function. The static screening constant $\epsilon_b$ sets the exciton radius $a=\epsilon_b/\mu$ and Rydberg $R=\mu/(2\epsilon_b^2)=1/(2\mu a^2)$, with $R<E_g$. The momentum matrix element $p$ is constant, and $p^2$ denotes $|p|^2$.

With resonant--antiresonant coupling and exchange dropped, and Bloch overlaps set to one, the pair envelopes $\phi_n(\mathbf r)$ with energies $E_n$ obey
\begin{equation}
H\phi_n=E_n\phi_n,\qquad H=E_g-\frac{\nabla^2}{2\mu}-\frac{1}{\epsilon_br}.
\label{eq:wannier}
\end{equation}
The undamped absorption is
\begin{equation}
\varepsilon_2(E)=\frac{8\pi^2p^2}{E^2}\sum_n|\phi_n(0)|^2\delta(E-E_n),\qquad E>0.
\label{eq:elliott}
\end{equation}
A line of area $w_n$ has the causal response
\begin{equation}
\frac{w_n}{\pi}\Big(\frac1{E_n-z}+\frac1{E_n+z}\Big)=\frac{w_n}{\pi}\,\frac{2E_n}{E_n^2-z^2},\qquad z=E+i0.
\label{eq:oneline}
\end{equation}
Damping replaces $i0$ with $i\Gamma$ throughout, where $\Gamma>0$ is the half width.

The Green function $G(r;z)=\sum_n\phi_n(\mathbf r)\phi_n^*(0)/(E_n-z)$ equals $\mu u(r)/(2\pi r)$, where $u(0)=1$, $u$ decays at large $r$, and
\begin{equation}
u''=\Big[2\mu(E_g-z)-\frac{2}{ar}\Big]u.
\label{eq:radial}
\end{equation}
As $r\to0$, its $z$-dependent part is $\frac{\mu}{2\pi a}g(\xi(z))$, with $\xi(z)=\sqrt{R/(E_g-z)}$ and $g(\xi)=2\ln\xi-2\psi(1-\xi)-1/\xi$. The reflection rule is $\psi(1-\xi)=\psi(\xi)+\pi\cot\pi\xi$. With $A=2(2\mu)^{3/2}p^2$, the result is Tanguy's formula:
\begin{equation}
\varepsilon(E)=1+\frac{A\sqrt R}{z^2}\big[g(\xi(z))+g(\xi(-z))-2g(\xi(0))\big],\quad z=E+i\Gamma.
\label{eq:tanguy}
\end{equation}
The one stands for the vacuum; other transitions of the crystal are not included.

The example has $\mu=0.1$, $\epsilon_b=5$, $E_g=0.1$ hartree, $p^2=0.4$ and $\Gamma=0.0002$ hartree.

\section{Spectrum, causality and a worked example}

The first half gave the dielectric function \eqref{eq:tanguy} of one pair of parabolic bands with gap $E_g$ and reduced mass $\mu$. In it $z=E+i\Gamma$, $\xi(z)=\sqrt{R/(E_g-z)}$, $g(\xi)=2\ln\xi-2\psi(1-\xi)-1/\xi$ and $A=2(2\mu)^{3/2}p^2$. The exciton Rydberg is $R=1/(2\mu a^2)$, with $a$ the exciton radius, and $p$ is the constant momentum element. A sharp line at $E_n$ has area $w_n=8\pi^2p^2|\phi_n(0)|^2/E_n^2$ in $\varepsilon_2$. Below, $\chi=\varepsilon-1=\chi_1+i\chi_2$.

The example uses round model parameters: $\mu=0.1$, $\epsilon_b=5$, $E_g=0.1$ hartree, $p^2=0.4$ and $\Gamma=0.0002$ hartree. Then $a=5/0.1=50$ bohr and $R=0.1/(2\cdot25)=0.002$ hartree, or $0.054$ eV, beside a gap of $2.72$ eV. The amplitude is $A=2(0.2)^{3/2}(0.4)=0.0716$ hartree$^{3/2}$.

The bound states are the poles of the digamma function, at $\xi=n=1,2,\dots$, which means $E_n=E_g-R/n^2$. Near such a point $\psi(1-\xi)\approx-1/(n-\xi)$. From $d\xi/dz=\xi^3/(2R)$ it follows that $n-\xi\approx n^3(E_n-z)/(2R)$, and hence
\begin{equation}
g\approx\frac{2}{n-\xi}\approx\frac{4R}{n^3(E_n-z)}.
\end{equation}
Multiplied by $\mu/(2\pi a)$, this is the pole of the Green function, whose strength is $|\phi_n(0)|^2$. With $R=1/(2\mu a^2)$ one finds
\begin{equation}
|\phi_n(0)|^2=\frac1{\pi a^3n^3},\qquad w_n=\frac{4\pi AR^{3/2}}{n^3E_n^2}.
\label{eq:area}
\end{equation}
For $n=1$ the area is $4\pi(0.07155)(0.002)^{3/2}/(0.098)^2=8.37\times10^{-3}$ hartree. For $n=2$ it is $1.02\times10^{-3}$ hartree. The ratio is slightly more than eight because $E_2$ exceeds $E_1$.

Above the gap, let $\Gamma$ tend to zero from above. Then $E_g-z$ lies just below the negative real axis, its root is $-i\sqrt{E-E_g}$, and $\xi=i\eta$ with $\eta=\sqrt{R/(E-E_g)}$. The reflection rule at $i\eta$, together with $\psi(i\eta)=\psi(1+i\eta)+i/\eta$, gives
\begin{equation}
\psi(1-i\eta)-\psi(1+i\eta)=\frac i\eta-i\pi\coth\pi\eta.
\end{equation}
The two digamma values are complex conjugates, so $-2\operatorname{Im}\psi(1-i\eta)=\pi\coth\pi\eta-1/\eta$. The term $2\ln\xi$ adds $\pi$ to the imaginary part of $g$, and $-1/\xi=i/\eta$ adds $1/\eta$. The sum is
\begin{equation}
\operatorname{Im}g=\pi(1+\coth\pi\eta)=\frac{2\pi}{1-e^{-2\pi\eta}}.
\end{equation}
The other two terms in the bracket of \eqref{eq:tanguy} are real in this limit. The sharp absorption is therefore
\begin{equation}
\varepsilon_2=\frac{A\sqrt{E-E_g}}{E^2}\,S,\qquad S=\frac{2\pi\eta}{1-e^{-2\pi\eta}}.
\label{eq:cont}
\end{equation}
The Sommerfeld factor $S$ measures how much the attraction raises the density at zero separation. Far above the gap $\eta$ is small and $S$ tends to one. At the gap $\sqrt{E-E_g}\,S$ tends to $2\pi\sqrt R$, and the absorption starts with the finite step $2\pi A\sqrt R/E_g^2=2.01$.

The bound series joins this step smoothly. At large $n$ the levels are spaced by $2R/n^3$, and the line area divided by this spacing is
\begin{equation}
\frac{4\pi AR^{3/2}}{n^3E_g^2}\,\frac{n^3}{2R}=\frac{2\pi A\sqrt R}{E_g^2}.
\end{equation}
Once the broadening exceeds the spacing, the gap therefore leaves no edge in the spectrum. At $E=E_g$ the bound states contribute $1.00$ to $\varepsilon_2$ and the continuum $0.99$. Each is close to half of the sharp step, as expected for a symmetric line shape centred where two nearly equal absorption levels meet. The lines $n=1$ and $n=2$ are still resolved at $\Gamma=0.1R$ and supply $0.13$ and $0.22$ of the bound value; the estimate survives because each line carries about the step height times its spacing. It weakens as $\Gamma$ approaches $R$, where the two parts fall to $0.92$ and $0.93$.

If the attraction is switched off at fixed $\mu$ and $p$, both $R$ and $\xi$ tend to zero. In $\sqrt R\,g$ the term $-\sqrt R/\xi=-\sqrt{E_g-z}$ survives. The logarithm is multiplied by $\sqrt R$ and disappears, as does the digamma term. Free pairs thus have
\begin{equation}
\varepsilon=1+\frac{A}{z^2}\Big[2\sqrt{E_g}-\sqrt{E_g-z}-\sqrt{E_g+z}\Big].
\end{equation}
At $E=0.12$ hartree, ten Rydbergs above the gap, this gives $\varepsilon_2=0.699$, while the excitonic value is $1.612$. The ratio is $2.31$. The Sommerfeld factor at this energy, with $\eta=\sqrt{0.1}$, is $2.30$, so nearly all of the enhancement is that of the sharp continuum. The attraction matters well beyond the region of the bound lines.

For causality, consider \eqref{eq:tanguy} as a function of $z$ in the upper half-plane. There $E_g-z$ has a negative imaginary part, so $\xi(z)$ lies in the open first quadrant. Likewise $\xi(-z)$ lies in the open fourth quadrant. The root and the logarithm do not meet their cuts in these regions, and the digamma function does not meet its poles, which require real positive $\xi$. Hence $\chi$ is analytic for $\operatorname{Im}z>0$. As a function of complex $E$ it is analytic for $\operatorname{Im}E>-\Gamma$, a region that contains the real axis.

The factor $1/z^2$ does no harm even when $\Gamma$ tends to zero. For $R<E_g$ all pair energies are positive, and the bracket is analytic around $z=0$. It is even in $z$ and vanishes at $z=0$, so it starts with $z^2$ and cancels the denominator. If $R$ exceeded $E_g$, the lowest pair energy would be negative. The assumed ground state would then be unstable against forming excitons, and the formula would lose its meaning.

At large $|z|$ in the upper half-plane, the roots dominate the bracket. The principal value is $\sqrt{-z}=-i\sqrt z$ there, so that
\begin{equation}
\chi\to\frac{A}{z^2}\big(i\sqrt z-\sqrt z\big)=A(i-1)z^{-3/2}.
\label{eq:high}
\end{equation}
Take the integral of $\chi(E')/(E'-E)$ along the real axis, with a small half-circle above the pole and a large one closing the path. The large arc vanishes by \eqref{eq:high}. No singularity is enclosed, and the small half-circle, run clockwise, contributes $-i\pi\chi(E)$. Therefore
\begin{equation}
P\!\int_{-\infty}^{\infty}\frac{\chi(E')}{E'-E}\,dE'=i\pi\chi(E),
\label{eq:hilbert}
\end{equation}
where $P$ denotes the principal value.

To fold this onto positive energies a symmetry is needed. The function of $z$ is even, and it takes conjugate values at conjugate points. Hence $\chi(E)^*$, which is its value at $E-i\Gamma$, equals its value at $-E+i\Gamma$, which is $\chi(-E)$. So $\chi_1$ is even and $\chi_2$ is odd. Separating real and imaginary parts in \eqref{eq:hilbert}, and joining the contributions of $E'$ and $-E'$, one obtains
\begin{align}
\chi_1(E)&=\frac2\pi P\!\int_0^\infty\frac{E'\chi_2(E')}{E'^2-E^2}\,dE',\label{eq:kk1}\\
\chi_2(E)&=-\frac{2E}{\pi}P\!\int_0^\infty\frac{\chi_1(E')}{E'^2-E^2}\,dE'.\label{eq:kk2}
\end{align}
These are the Kramers--Kronig relations.

For numerical use the principal value can be removed. An antiderivative of $1/(E'^2-E^2)$ is $(1/2E)\ln|(E'-E)/(E'+E)|$. It vanishes at zero and at infinity, and its divergences on the two sides of the pole cancel, so
\begin{equation}
P\!\int_0^\infty\frac{dE'}{E'^2-E^2}=0.
\label{eq:pvzero}
\end{equation}
The value of the numerator at $E'=E$ may therefore be subtracted, which leaves an ordinary integral. Both relations were tested in this way at five energies below, at and above the gap. The largest deviation, relative to $|\chi|$, was below $10^{-10}$. The static value, obtained from the absorption alone, is $\varepsilon(0)=2.037$, in agreement with the closed form.

The value $2.037$ is not the input $\epsilon_b=5$, and the model does not make the two consistent. The rest of the screening has to come from contributions left out of \eqref{eq:tanguy}, such as other electronic transitions. If they are represented by a real constant added to $\varepsilon$, the relations hold after that constant has been subtracted, since it does not decay at high energy.

The high-energy law also shows a limit of the model. Since $\varepsilon_2$ falls as $E^{-3/2}$, the integral of $E\varepsilon_2$ grows without bound, as the square root of its upper limit. A finite number of electrons requires a finite value. The defect comes from parabolic bands without an upper end combined with a constant $p$. It does not disturb the Kramers--Kronig relations, which need less decay than the sum rule does.

The effect of the damping on the absorption can be read from \eqref{eq:oneline} with $z=E+i\Gamma$. Each line becomes
\begin{equation}
w_n\big[L(E-E_n)-L(E+E_n)\big],\qquad L(y)=\frac{\Gamma/\pi}{y^2+\Gamma^2}.
\end{equation}
The damped $\varepsilon_2$ is thus the sharp one, continued to negative energies as an odd function and convolved with a Lorentzian of half width $\Gamma$. The second term makes the absorption vanish at $E=0$. The convolution was tested at the same five energies, with the explicit bound series and continuum, against the imaginary part of the closed form.

At $E=0.05$ hartree, half the gap, the example has $\varepsilon_2=0.0014$, where the sharp spectrum has none. This is the tail of the Lorentzians and a consequence of the constant $\Gamma$. Far from the lines the tail is proportional to $\Gamma$ and falls only as a power of the distance from them. A measured absorption that falls faster than this at the observed line width, for example exponentially, cannot be described with a constant $\Gamma$.

The largest feature is the $n=1$ line at $0.0980$ hartree. Alone it would have the height $w_1/(\pi\Gamma)=8.374\times10^{-3}/(\pi\cdot0.0002)=13.33$, and the full value is $13.43$. Of the difference, $0.06$ comes from the continuum and the remaining $0.04$ from the tails of the other bound lines. The computed values, split into bound and continuum parts, are as follows.
\begin{center}
\begin{tabular}{cccc}
$E$ (hartree) & $\varepsilon$ & bound part & continuum part\\
$0.0980$ & $3.96+13.43i$ & $0.33+13.37i$ & $2.62+0.06i$\\
$0.0995$ & $3.11+2.34i$ & $-1.31+2.11i$ & $3.42+0.24i$\\
$0.1000$ & $2.77+2.00i$ & $-2.26+1.00i$ & $4.03+0.99i$\\
$0.1200$ & $1.79+1.61i$ & $-0.13+0.00i$ & $0.92+1.61i$
\end{tabular}
\end{center}
The two parts and the vacuum term add up to $\varepsilon$, up to rounding in the last digit. On the $n=1$ line most of the real part comes from the continuum, because the resonant term of a line is purely imaginary at its centre. At the gap the bound part is negative, since all bound lines lie below that energy and respond in antiphase, while the continuum above it responds in phase. The closed form was also tested against direct integration of the radial equation \eqref{eq:radial}, which uses neither the spectrum nor the digamma function.

The damping must enter the prefactor as well as $g$. Suppose $z$ is kept inside the bracket but the prefactor is taken as $1/E^2$. The resulting function is
\begin{equation}
\chi_f(E)=\frac{z^2}{E^2}\chi(E)=\Big(1+\frac{2i\Gamma}{E}-\frac{\Gamma^2}{E^2}\Big)\chi(E).
\end{equation}
By the symmetry of $\chi$, its expansion at small $E$ is $\chi(0)+i\beta E+\dots$ with real $\chi(0)$ and $\beta$. The singular part of $\chi_f$ is therefore
\begin{equation}
-\frac{\Gamma^2\chi(0)}{E^2}+\frac{ic}{E},\qquad c=2\Gamma\chi(0)-\Gamma^2\beta .
\end{equation}
What remains after its removal is analytic in the upper half-plane and on the real axis, decays at least as $1/E$, and has the symmetry used above. It satisfies \eqref{eq:kk1}. The simple pole is purely imaginary, and its contribution to the integral in \eqref{eq:kk1} is proportional to \eqref{eq:pvzero}, hence zero. The double pole is real and has no imaginary part from which the integral could recover it. The real part of $\chi_f$ thus differs from the transform of its imaginary part by
\begin{equation}
\Delta(E)=-\frac{\Gamma^2\chi(0)}{E^2}.
\end{equation}
At $E=2\Gamma$ this is $-1.0375/4=-0.2594$, and the numerical transform gives the same value. The defect is small near the gap, where $\Gamma^2/E^2$ is about $4\times10^{-6}$, but it makes the static limit diverge. The error of $\chi_f$ itself is larger: for $E\gg\Gamma$, relative to $\chi$ it is about $2\Gamma/E$ in magnitude, or $4\times10^{-3}$ at the gap.

The range of the result is set by the assumptions behind \eqref{eq:wannier} and \eqref{eq:elliott}. The exciton must be large compared with the lattice cell, and the screening must be nearly constant over the frequencies and distances that matter for the pair. For the absorption, the bands must be isotropic and parabolic over the energies of interest. In the example $E=0.12$ hartree already lies a fifth of the gap above the edge, where the two-band dispersion $\sqrt{E_g^2+E_gk^2/\mu}$, with the same gap and edge mass, has a joint density of states about a quarter larger than the parabolic one. The real part asks for more, because by \eqref{eq:kk1} it collects the absorption at all energies, including those far above the gap. Of the static $\chi(0)=1.04$ in the example, $0.77$ comes from energies above $0.12$ hartree and $0.37$ from energies above $2E_g$, so this value is largely set by the extrapolated bands. A constant momentum element is a further choice: a constant dipole element would remove the factor $1/E^2$ from the absorption. The absorption would then grow as $\sqrt E$, and the integral in \eqref{eq:kk1} would diverge unless the bands were given an upper end. Within these limits \eqref{eq:tanguy} contains the bound lines, the continuum and the accompanying dispersion in one causal function. The computed values are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
reduced mass mu = 0.100 electron masses
screening eps_b = 5.00 (dimensionless)
gap Eg = 0.1000 hartree = 2.7211 eV
squared momentum element p2 = 0.400 a.u.
broadening Gamma = 0.000200 hartree
exciton Rydberg R = 0.002000 hartree = 0.05442 eV
exciton radius a = 50.000 bohr
amplitude A = 0.071554 hartree^1.5
xi(0) = 0.141421 (dimensionless)
n=1: energy 0.0980000 hartree
n=1: eps2 line area 8.374091e-03 hartree
n=2: energy 0.0995000 hartree
n=2: eps2 line area 1.015439e-03 hartree
n=3: energy 0.0997778 hartree
n=3: eps2 line area 2.991978e-04 hartree
Dielectric values below are dimensionless; E in hartree
E=0.0500: closed eps = 2.177572 + 0.001368 i
  bound part = 0.087523 + 0.000245 i
  continuum part = 1.090050 + 0.001124 i
  from KK: eps = 2.177572 + 0.001368 i
E=0.0980: closed eps = 3.957652 + 13.425926 i
  bound part = 0.333701 + 13.367449 i
  continuum part = 2.623951 + 0.058478 i
  from KK: eps = 3.957652 + 13.425926 i
E=0.0995: closed eps = 3.114301 + 2.342819 i
  bound part = -1.305049 + 2.107422 i
  continuum part = 3.419350 + 0.235397 i
  from KK: eps = 3.114301 + 2.342819 i
E=0.1000: closed eps = 2.774810 + 1.996216 i
  bound part = -2.255490 + 1.003659 i
  continuum part = 4.030299 + 0.992557 i
  from KK: eps = 2.774810 + 1.996216 i
E=0.1200: closed eps = 1.791763 + 1.612440 i
  bound part = -0.132137 + 0.001339 i
  continuum part = 0.923900 + 1.611100 i
  from KK: eps = 1.791763 + 1.612440 i
static eps, closed = 2.0374560
static eps, from KK = 2.0374560
n=1 peak position = 0.0980001 hartree
n=1 peak eps2 = 13.425931
isolated n=1 Lorentzian height = 13.327780
sharp eps2 just above gap = 2.010619
free pairs, E=0.12: eps = 1.810829 + 0.698977 i
eps2 ratio exciton/free, E=0.12: 2.30686
faulty prefactor tested at E = 0.000400 hartree
its KK defect, numerical = -0.2593640
its KK defect, predicted = -0.2593640
largest relative error, radial equation = 8.7e-08
largest relative error, spectral sum = 2.4e-10
largest relative error, KK = 7.6e-11
\end{verbatim}
